**Moire period of Cu(111) on Ru(0001), measured from atomic positions**

For parallel triangular lattices with nearest-neighbour spacings $a$ (copper) and $b$ (ruthenium), the registry pattern has the period $L=ab/(b-a)$. The program builds the copper sites, computes each one's lateral distance to the nearest ruthenium site, and finds the period and direction from the strongest Fourier peak of that map. It asserts that the measured period agrees with the formula within 0.005 nm for the aligned film, for a 1° twist and for 1% tensile strain. It also asserts the moire's direction in the aligned and twisted cases, the atom counts per moire cell, and the sensitivity of $L$ to each spacing. A separate search over copper sites finds six shortest near-coincidences, each 18 copper spacings long. The output gives 4.611 nm for the aligned film by both routes, 4.409 nm for the twisted film and 5.614 nm for the strained one. The heating figures rest on rough expansion coefficients.

## Check in Python

```python
"""Moire period of an aligned Cu(111) layer on Ru(0001).

Result under test: two parallel triangular lattices with nearest-neighbour
spacings a (Cu) and b (Ru) have a registry pattern that is a parallel
triangular lattice of period L = a*b/(b-a).
With a film twist theta: L = a*b/sqrt(a^2+b^2-2*a*b*cos(theta)).
The independent road builds the atoms, measures each Cu atom's lateral
distance to the nearest Ru site, and locates the Fourier peak of that map.
All lengths are in nm, wave vectors in 1/nm, angles in radians unless named.
"""
from fractions import Fraction
from itertools import product
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize

a_cu = 0.2556
b_ru = 0.2706
UNIT_CELL = np.array([[1.0, 0.5], [0.0, np.sqrt(3) / 2]])  # columns: basis


def period_formula(a, b, theta=0.0):
    return a * b / np.sqrt(a**2 + b**2 - 2 * a * b * np.cos(theta))


def rotation_formula(a, b, theta):
    """Rotation of the moire lattice relative to the Ru lattice."""
    return np.arctan2(np.sin(theta) / a, np.cos(theta) / a - 1 / b)


def lattice_sites(spacing, radius, theta=0.0):
    n_max = int(1.2 * radius / spacing) + 2
    n = np.arange(-n_max, n_max + 1)
    i, j = np.meshgrid(n, n)
    sites = spacing * np.column_stack([i.ravel(), j.ravel()]) @ UNIT_CELL.T
    sites = sites[np.hypot(sites[:, 0], sites[:, 1]) < radius]
    c, s = np.cos(theta), np.sin(theta)
    return sites @ np.array([[c, -s], [s, c]]).T


def distance_to_ru(points, b):
    """Lateral distance to the nearest Ru site, from the cell's corners."""
    cell = b * UNIT_CELL
    corner = np.floor(points @ np.linalg.inv(cell).T)
    best = np.full(len(points), np.inf)
    for shift in product((0, 1), repeat=2):
        gap = points - (corner + np.array(shift)) @ cell.T
        best = np.minimum(best, np.hypot(gap[:, 0], gap[:, 1]))
    return best


def measured_moire(a, b, theta=0.0, sigma=8.0):
    """Period and lattice angle (mod 60 deg) from the atoms alone."""
    sites = lattice_sites(a, 4 * sigma, theta)
    weight = np.exp(-np.sum(sites**2, axis=1) / (2 * sigma**2))
    weight /= weight.sum()
    registry = distance_to_ru(sites, b)
    signal = weight * (registry - np.sum(weight * registry))

    def negative_peak(q):
        return -abs(np.sum(signal * np.exp(-1j * (sites @ q))))

    trials = [k * np.array([np.cos(p), np.sin(p)])
              for k in np.arange(0.9, 2.1, 0.06)
              for p in np.radians(np.arange(0.0, 60.0, 2.5))]
    start = min(trials, key=negative_peak)
    fit = minimize(negative_peak, start, method="Nelder-Mead",
                   options={"xatol": 1e-7, "fatol": 1e-13})
    q = fit.x
    period = 4 * np.pi / (np.sqrt(3) * np.hypot(*q))
    # a triangular lattice lies 30 degrees from its reciprocal lattice
    angle = (np.degrees(np.arctan2(q[1], q[0])) - 30.0) % 60.0
    return period, angle


def angle_gap(x, y):
    """Difference of two angles in degrees, modulo 60 degrees."""
    return abs((x - y + 30.0) % 60.0 - 30.0)


# Aligned film: period and orientation measured from the atoms
L = period_formula(a_cu, b_ru)
L_atoms, angle_atoms = measured_moire(a_cu, b_ru)
assert abs(L - L_atoms) < 5e-3
assert angle_gap(angle_atoms, 0.0) < 0.1
assert abs(L - 4.6) < 0.05

# Shortest near-coincidences, found by search over Cu sites
near = lattice_sites(a_cu, 6.0)
length = np.hypot(near[:, 0], near[:, 1])
miss = distance_to_ru(near, b_ru)
hits = (length > 1e-9) & (miss < 0.5 * (b_ru - a_cu))
coincidence = length[hits].min()
n_cu = int(round(coincidence / a_cu))
n_ru = int(round(coincidence / b_ru))
assert hits.sum() == 6
assert abs(coincidence - L) < a_cu / 2
assert n_cu - n_ru == 1
row_offset = distance_to_ru(np.array([[9 * a_cu, 0.0]]), b_ru)[0]
assert abs(row_offset - b_ru / 2) < 1e-3

# Exact common period of the rounded spacings
ratio = Fraction(round(b_ru * 1e4), round(a_cu * 1e4))
exact_common = ratio.numerator * a_cu
assert abs(exact_common - ratio.denominator * b_ru) < 1e-9
moires_in_common = exact_common / L
assert abs(moires_in_common - round(moires_in_common)) < 1e-6

# Atoms per moire cell, counted in a large disc
disc_radius = 40.0
cells_in_disc = np.pi * disc_radius**2 / (np.sqrt(3) / 2 * L_atoms**2)
for spacing in (a_cu, b_ru):
    counted = len(lattice_sites(spacing, disc_radius)) / cells_in_disc
    assert abs(counted / (L / spacing)**2 - 1) < 5e-3

# Magnification of small relative changes, by finite differences
h = 1e-5
gain_a = np.log(period_formula(a_cu * (1 + h), b_ru)
                / period_formula(a_cu * (1 - h), b_ru)) / (2 * h)
gain_b = np.log(period_formula(a_cu, b_ru * (1 + h))
                / period_formula(a_cu, b_ru * (1 - h))) / (2 * h)
assert abs(gain_a - L / a_cu) < 1e-3
assert abs(gain_b + L / b_ru) < 1e-3

# Twisted film
twist = np.radians(1.0)
L_twist = period_formula(a_cu, b_ru, twist)
turn = np.degrees(rotation_formula(a_cu, b_ru, twist))
L_twist_atoms, turn_atoms = measured_moire(a_cu, b_ru, twist)
assert abs(L_twist - L_twist_atoms) < 5e-3
assert angle_gap(turn, turn_atoms) < 0.1

# Strained film
L_strain_small = period_formula(a_cu * 1.002, b_ru)
L_strain = period_formula(a_cu * 1.01, b_ru)
L_strain_atoms, _ = measured_moire(a_cu * 1.01, b_ru)
assert abs(L_strain - L_strain_atoms) < 5e-3
misfit = b_ru / a_cu - 1

# Rounding of the inputs, and heating with rough expansion coefficients
half_digit = 5e-5
corners = [period_formula(a_cu + i * half_digit, b_ru + j * half_digit)
           for i, j in product((-1, 1), repeat=2)]
alpha_cu, alpha_ru, heating = 17e-6, 6e-6, 80.0
b_hot = b_ru * (1 + alpha_ru * heating)
L_hot_free = period_formula(a_cu * (1 + alpha_cu * heating), b_hot)
L_hot_clamped = period_formula(a_cu * (1 + alpha_ru * heating), b_hot)
assert abs(L_strain - L) > max(abs(L_twist - L), abs(L_hot_free - L),
                               max(corners) - L)

bohr_nm = physical_constants["Bohr radius"][0] * 1e9
print(f"Cu spacing a                        {a_cu:.4f} nm")
print(f"Ru spacing b                        {b_ru:.4f} nm")
print(f"difference b - a                    {b_ru - a_cu:.4f} nm")
print(f"product a*b                         {a_cu * b_ru:.6f} nm^2")
print(f"moire period, formula               {L:.4f} nm")
print(f"moire period, formula               {L / bohr_nm:.1f} bohr")
print(f"moire period, from atoms            {L_atoms:.4f} nm")
print(f"distance between moire rows         {L * np.sqrt(3) / 2:.3f} nm")
print(f"L/a                                 {L / a_cu:.2f}")
print(f"L/b                                 {L / b_ru:.2f}")
print(f"Cu atoms per moire cell             {(L / a_cu)**2:.1f}")
print(f"Ru atoms per moire cell             {(L / b_ru)**2:.1f}")
print(f"offset after 9 Cu spacings          {row_offset:.4f} nm")
print(f"half a Ru spacing                   {b_ru / 2:.4f} nm")
print(f"near-coincidence, Cu spacings       {n_cu}")
print(f"near-coincidence, Ru spacings       {n_ru}")
print(f"length of {n_cu} Cu spacings            {n_cu * a_cu:.4f} nm")
print(f"length of {n_ru} Ru spacings            {n_ru * b_ru:.4f} nm")
print(f"number of shortest coincidences     {hits.sum()}")
print(f"exact common period                 {exact_common:.2f} nm")
print(f"  in Cu spacings                    {ratio.numerator}")
print(f"  in Ru spacings                    {ratio.denominator}")
print(f"  in moire periods                  {moires_in_common:.2f}")
print(f"d ln L / d ln a                     {gain_a:.2f}")
print(f"d ln L / d ln b                     {gain_b:.2f}")
print(f"lowest L from input rounding        {min(corners):.3f} nm")
print(f"highest L from input rounding       {max(corners):.3f} nm")
print(f"L at 1 degree twist, formula        {L_twist:.3f} nm")
print(f"L at 1 degree twist, from atoms     {L_twist_atoms:.3f} nm")
print(f"moire rotation at 1 degree twist    {turn:.1f} degrees")
print(f"L at 0.2% tensile Cu strain         {L_strain_small:.3f} nm")
print(f"L at 1% tensile Cu strain, formula  {L_strain:.3f} nm")
print(f"L at 1% strain, from atoms          {L_strain_atoms:.3f} nm")
print(f"strain of a pseudomorphic Cu layer  {100 * misfit:.2f} %")
print(f"rough Cu expansion coefficient      {alpha_cu * 1e6:.0f}e-6 1/K")
print(f"rough Ru expansion coefficient      {alpha_ru * 1e6:.0f}e-6 1/K")
print(f"heating above room temperature      {heating:.0f} K")
print(f"L when heated, film free            {L_hot_free:.3f} nm")
print(f"L when heated, film clamped to Ru   {L_hot_clamped:.3f} nm")
print("checks complete")
```

It prints:

```
Cu spacing a                        0.2556 nm
Ru spacing b                        0.2706 nm
difference b - a                    0.0150 nm
product a*b                         0.069165 nm^2
moire period, formula               4.6110 nm
moire period, formula               87.1 bohr
moire period, from atoms            4.6110 nm
distance between moire rows         3.993 nm
L/a                                 18.04
L/b                                 17.04
Cu atoms per moire cell             325.4
Ru atoms per moire cell             290.4
offset after 9 Cu spacings          0.1350 nm
half a Ru spacing                   0.1353 nm
near-coincidence, Cu spacings       18
near-coincidence, Ru spacings       17
length of 18 Cu spacings            4.6008 nm
length of 17 Ru spacings            4.6002 nm
number of shortest coincidences     6
exact common period                 115.28 nm
  in Cu spacings                    451
  in Ru spacings                    426
  in moire periods                  25.00
d ln L / d ln a                     18.04
d ln L / d ln b                     -17.04
lowest L from input rounding        4.580 nm
highest L from input rounding       4.642 nm
L at 1 degree twist, formula        4.409 nm
L at 1 degree twist, from atoms     4.409 nm
moire rotation at 1 degree twist    17.5 degrees
L at 0.2% tensile Cu strain         4.783 nm
L at 1% tensile Cu strain, formula  5.614 nm
L at 1% strain, from atoms          5.614 nm
strain of a pseudomorphic Cu layer  5.87 %
rough Cu expansion coefficient      17e-6 1/K
rough Ru expansion coefficient      6e-6 1/K
heating above room temperature      80 K
L when heated, film free            4.688 nm
L when heated, film clamped to Ru   4.613 nm
checks complete
```
